Why a converged LDA slab calculation lacks the image potential tail

**Question**

I model sodium films during vapour deposition and need the potential that an electron feels between the film and the plasma. I use a slab with the local-density approximation (LDA). Far outside, I expected the effective potential to approach the image potential, about −0.4 eV at 1 nm from the surface. I find about −0.01 eV. A finer grid, more vacuum and a thicker film change almost nothing. What have I failed to converge?

**Answer**

Nothing. Your calculation has converged to the LDA potential, and that potential has no image tail. To see why, derive both tails and compare them.

I use Hartree atomic units (ħ = m = e = 4πε₀ = 1). Potentials are potential energies of an electron, with the vacuum level at zero. The film is jellium: the ions are smeared into a uniform positive slab, and ζ is the distance outward from its edge.

**What an added electron feels**

Hold an electron at distance ζ from a flat perfect conductor. The field of the induced charge outside is that of a charge +1 at the mirror point, a distance 2ζ away. The attractive force is 1/(2ζ)², so bringing the electron in from infinity gives

V(ζ) = −∫_ζ^∞ dx/(4x²) = −1/(4ζ).

This is half the interaction −1/(2ζ) with the mirror charge, because the mirror charge moves in step with the electron. At each distance x on the way in the force is 1/(2x)², not the 1/(x + ζ)² of a charge fixed at its final place.

A real surface has no sharp mirror plane. Resolve the electron's potential into waves of wavevector q along the surface. Near the metal each wave varies as e^{qz}, and the surface returns −g(q)e^{−qz}. Summing the waves at the electron, with the same factor one half, gives

V(ζ) = −(1/2) ∫₀^∞ g(q) e^{−2qζ} dq.

Large ζ selects small q. Let a wave of unit amplitude induce the density δn(z), with integral N and centroid z₀. Its potential is (2π/q)∫δn(z′)e^{−q|z−z′|}dz′. Deep inside, it must cancel the applied wave. Outside, it defines g. To first order in q these conditions read

(2π/q) N (1 − qz₀) = −1,
g = −(2π/q) N (1 + qz₀).

Eliminating N,

g = (1 + qz₀)/(1 − qz₀) ≈ 1 + 2qz₀.

With ∫e^{−2qζ}dq = 1/(2ζ) and ∫q e^{−2qζ}dq = 1/(4ζ²),

V = −1/(4ζ) − z₀/(4ζ²) ≈ −1/[4(ζ − z₀)].

So the image plane z₀ is the centroid of the charge induced by a uniform field, the limit q → 0. The formula is a large-distance law. Its divergence at ζ = z₀ is not physical.

**What the LDA potential does**

In the slab an orbital is φ_m(z) times a plane wave along the surface, with energy ε_m + k²/2. Far outside, the potential vanishes and φ_m obeys −φ_m″/2 = ε_mφ_m. Hence

φ_m ∝ e^{−κ_mζ}, κ_m = √(−2ε_m).

The motion along the surface drops out. With two spins, subband m holds 2·πk²/(2π)² electrons per area, where k² = 2(E_F − ε_m). This equals (E_F − ε_m)/π, so

n(ζ) = Σ_m [(E_F − ε_m)/π] |φ_m(ζ)|².

The highest occupied subband decays most slowly and dominates far out. Writing κ for its κ_m,

n ∝ e^{−2κζ}.

LDA exchange has the energy density −(3/4)(3/π)^{1/3}n^{4/3}. Its derivative with respect to n is

v_x = −(3n/π)^{1/3}.

At low density the correlation energy per electron ε_c is proportional to −1/r_s, where r_s = (3/4πn)^{1/3}. It therefore also scales as n^{1/3}, and v_c = d(nε_c)/dn = (4/3)ε_c. Both parts give

v_xc ∝ −n^{1/3} ∝ −e^{−2κζ/3}.

The electrostatic part v_es cannot supply the missing tail. Outside the positive background, Poisson's equation is v_es″ = −4πn. For a neutral film with v_es → 0, the solution for an exponential density is

v_es = −πn/κ²,

which decays three times as fast as v_xc.

**Does an infinitely thick metal rescue it?**

No, though the density gains a power of ζ. Take a step barrier at the surface of a half-space, and let p² = 2W + k_F², where W is the work function. An electron with perpendicular wavevector k has the wave sin(kz + δ) inside and sin δ e^{−κ(k)ζ} outside, with κ(k) = √(p² − k²). Matching slopes gives tan δ = −k/κ(k), hence sin²δ = k²/p². Summing over the Fermi sphere,

n = (1/π²) ∫₀^{k_F} (k_F² − k²)(k²/p²) e^{−2κ(k)ζ} dk.

At large ζ the region near k_F dominates. Put k = k_F − t and κ_F = √(2W). Then k_F² − k² ≈ 2k_Ft and κ(k) ≈ κ_F + k_Ft/κ_F. Since ∫₀^∞ t e^{−at}dt = 1/a² with a = 2k_Fζ/κ_F,

n ≈ k_Fκ_F² e^{−2κ_Fζ}/(2π²p²ζ²).

Integrating numerically at ζ = 2000 bohr gives 1.0006 times this law. The cube root gives v_xc ∝ −ζ^{−2/3}e^{−2κ_Fζ/3}, which is still exponential. Far out, the thick metal decays with the work function, whereas a finite slab decays with the bottom of its top subband, somewhat faster. Near 1 nm the difference hardly shows, because the factor ζ⁻² adds about 2 nm⁻¹ to the decay rate of the thick metal's density.

**Numbers for a sodium film**

Take a rough bcc lattice constant of 0.43 nm, one valence electron per atom and eight (110) layers. The thickness is 8 × 0.43/√2 = 2.43 nm, and r_s = 4.00 bohr. A self-consistent LDA calculation with Perdew-Wang correlation gives W = 2.90 eV and a top subband bottom 3.50 eV below vacuum. The decay constants are κ = 9.58 nm⁻¹ from the subband and 8.72 nm⁻¹ from the work function. Their ratio is √(3.496/2.897) = 1.10, as it should be.

The predicted decay rate of v_xc is 2 × 9.579/3 = 6.39 nm⁻¹. A fit between 30 and 40 bohr from the edge gives 6.42 nm⁻¹. For the density the prediction is 19.16 nm⁻¹ and the fit 19.27 nm⁻¹. The excess of about half a percent comes from deeper subbands, which decay faster and push the fitted rates upward. The density of the top subband alone, fitted over the same range, decays within 0.1% of the predicted rate.

The same slab in a weak uniform field gives z₀ = 0.064 nm, taken from the induced dipole divided by the full screening charge, which is what fixes the potential outside. In so thin a film the induced charge on one half of the slab is 1.3% larger than the full screening charge, and the centroid of that half alone would give 0.047 nm. With e²/(16πε₀) = 0.360 eV nm, the image potential at 1 nm is

−0.360/(1.000 − 0.064) = −0.385 eV.

The two potentials compare as follows:

0.5 nm: LDA −0.258 eV, image −0.826 eV
1.0 nm: LDA −0.011 eV, image −0.385 eV
2.0 nm: LDA −0.00002 eV, image −0.186 eV

Beyond 0.36 nm the LDA value is less than half the image value. The electrostatic part at 1 nm is −3 × 10⁻⁹ eV.

At 1 nm the discrepancy is 0.385 − 0.011 = 0.374 eV. Refining the grid from 0.12 to 0.08 bohr, or widening the vacuum from 60 to 80 bohr per side, changes v_xc there by about 0.00001 eV. Doubling the number of layers changes it by 0.0005 eV, about 0.1% of the discrepancy. Films of 7, 9, 10, 12 and 24 layers differ from this one by up to about 0.001 eV in v_xc at 1 nm and about 0.001 nm in z₀, a real effect of the film thickness. Convergence removes numerical error, and here there is hardly any left to remove.

**Why the functional misses it**

An electron is accompanied by a hole, a region from which one electron's worth of charge has been displaced. LDA takes this hole from a uniform gas with the density found at the electron's position. Its size is of order r_s and its binding energy of order 1/r_s. As the density thins out, the model hole swells exponentially and its attraction fades.

For an electron well outside a metal, the displaced charge stays on the surface. At a classical conductor its density at lateral distance ρ is ζ/[2π(ρ² + ζ²)^{3/2}], and half of it lies within ρ = √3 ζ. The size of this hole is set by the distance to the metal. A universal function of the local density cannot know that distance, because the same density occurs at different distances from different metals.

Two distinctions matter here:

- LDA does contain image screening. The value of z₀ above came from an LDA density responding to a field. A fixed external charge placed explicitly outside the slab also induces its screening charge. What is missing is the image tail in the potential of the unperturbed ground state.
- I have compared LDA with the potential felt by an added electron. The exact Kohn-Sham potential is a different object. Finding its tail needs many-body theory, and nothing here settles it.

**Where the error shows**

Consider first the unoccupied levels. A hard wall with the potential −1/(4x) outside is the hydrogen s-wave problem with nuclear charge 1/4, so

E_j = −(1/4)²/(2j²) = −1/(32j²), j = 1, 2, 3, …

or −0.85, −0.21 and −0.094 eV for the first three. To count levels in a vacuum of width L, take the zero-energy phase. The local wavevector is √(2/(4x)) = 1/√(2x), and

∫₀^L dx/√(2x) = √(2L).

Each π of phase adds one level, so there are about √(2L)/π per surface, without limit as L grows. For an exponential tail the corresponding phase integral converges, and the number of levels stays finite.

For the film, I kept the LDA potential fixed up to 0.5 nm and attached the image tail beyond. Widening the vacuum from 10 to 40 nm per side raised the number of bound levels of perpendicular motion from 21 to 33. The estimate for two surfaces is an increase of 12.4. With the pure LDA potential the number was 12 in both cases. These counts diagnose the tail; they do not predict sharp sodium image states. In a thick jellium metal, levels just below vacuum lie in the continuum of metal states and become resonances.

The second case is electron emission in a field. Let F be the force pulling the electron outward, and x the distance from the image plane. The potential −1/(4x) − Fx has its maximum where 1/(4x²) = F, so

x = 1/(2√F), V_max = −√F/2 − √F/2 = −√F.

Take 4 × 10⁵ V/m, or 4 × 10⁻⁴ eV/nm for an electron, as a rough sheath field at a strongly biased electrode. At an unbiased film the field is usually weaker, and the image lowering shrinks as √F. The maximum lies at √(0.360/0.0004) = 30 nm, and the barrier falls by 2√(0.360 × 0.0004) = 0.024 eV.

Now add the same field to the fixed LDA potential, measuring the field term from z₀. The maximum moves in to 1.80 nm. There the slope condition (2κ/3)|v_xc| = F gives |v_xc| ≈ 0.0004/6.4 = 0.00006 eV, and the field term is 0.0004 × (1.80 − 0.064) = 0.00069 eV. Their sum is 0.00076 eV when the unrounded terms are added, in agreement with the numerical maximum. LDA thus underestimates the lowering by a factor of about 30.

**How this carries over to a real growing film**

Tabulated work functions of real sodium range from about 2.4 to 2.75 eV, against the model's 2.9 eV; such a shift lowers κ_F by 3 to 10 percent and leaves v_xc at 1 nm between about one and two hundredths of an eV. The lateral variation of the ions' electrostatic potential falls as e^{−Gζ}, where G = 2π√1.5/(0.43 nm) = 17.9 nm⁻¹ is the shortest reciprocal vector of the (110) surface lattice. This factor is about 10⁻⁴ already at 0.5 nm. The corrugation of the density, and with it that of v_xc, is not estimated here. At 300 K, thermal broadening of the density tail is measured by 2ζkT/κ_F. This compares the slower decay of electrons above E_F with their Boltzmann factor. It is 0.08 at 1 nm, so the effect there is small. Much farther out the tail is no longer due to tunnelling: electrons excited over the barrier, with weight e^{−W/kT}, outweigh e^{−2κ_Fζ} beyond roughly κ_F/(4kT), about 6 nm. That estimate is for a film in empty vacuum. The film's tail density falls to 10¹⁶ m⁻³ at about 1.5 nm and to 10¹⁴ m⁻³ at about 1.7 nm, so wherever plasma electrons reach the surface at such densities they set the local density beyond those distances, and the slab values there no longer describe the real system. The static image picture also needs ζ to exceed the electron's quantum recoil length, 1/√(2ω_s), where ω_s is the surface plasmon frequency. Here that length is 0.10 nm.

A growing film is also not flat. One (110) layer is 2.432/8 = 0.304 nm high. An electron 1 nm above the upper level, but over a wide terrace one layer lower, has an image potential of −0.360/(1.304 − 0.064) = −0.29 eV instead of −0.385 eV. That is a substantial change, yet both values are far from the LDA result. The barrier lowering of 0.024 eV also assumes a uniform work function. A work function that varies by ±0.05 eV with a period of 100 nm produces a field of about 3 × 10⁶ V/m at the surface, more than the sheath field, and can then control the barrier. Contamination or an oxide would change the surface further and is not covered by these numbers.

**What to do with your calculation**

If you need the density, the work function or the position of the image plane, the slab calculation supplies them at the LDA level. If you need the potential of an electron well outside, for image resonances or field-assisted emission, use a nonlocal self-energy, or join −1/[4(ζ − z₀)] to the LDA potential. My abrupt join at 0.5 nm jumps from −0.26 to −0.83 eV. That is harmless for counting how levels accumulate with vacuum width, but level energies need a smooth join. For this film the image curve lies below the LDA curve everywhere outside z₀, so the two never cross. Blend them over a range of distances, and test how the levels depend on that choice. The remaining values are in the numerical output below.

Computed values

```
lattice constant (rough, sodium): 0.43 nm
layers: 8, film thickness: 2.432 nm
density parameter rs: 4.001 bohr
bulk Fermi energy kF^2/2: 3.131 eV
same from double-thickness slab: 3.131 eV
work function, 8 layers: 2.897 eV
work function, 16 layers: 2.902 eV
occupied subbands: 7
top subband bottom below vacuum: 3.496 eV
kappa from top subband: 9.579 1/nm
kappa from work function: 8.719 1/nm
density decay rate, fitted: 19.265 1/nm
density decay rate, 2 kappa: 19.159 1/nm
v_xc decay rate, fitted: 6.415 1/nm
v_xc decay rate, 2 kappa/3: 6.386 1/nm
step-barrier density / asymptotic law: 1.0006
image plane z0 outside jellium edge: 0.0640 nm
induced charge / full screening charge: 1.0134
image constant e^2/(16 pi eps0): 0.3600 eV nm
distance (nm), LDA v_xc (eV), image potential (eV):
  0.2  -1.54398  -2.64675
  0.3  -0.87426  -1.52530
  0.5  -0.25824  -0.82564
  0.8  -0.03817  -0.48911
  1.0  -0.01051  -0.38460
  1.5  -0.00042  -0.25069
  2.0  -0.00002  -0.18594
LDA below half of image beyond: 0.362 nm
electrostatic part at 1 nm: -2.86e-09 eV
v_xc at 1 nm, reference: -0.01051 eV
v_xc at 1 nm, finer grid: -0.01050 eV
v_xc at 1 nm, wider vacuum: -0.01050 eV
v_xc at 1 nm, 16 layers: -0.01102 eV
hard-wall image levels 1-3: [-0.8502 -0.2126 -0.0945] eV
bound states, vacuum 10 nm per side: LDA 12, image tail 21
bound states, vacuum 40 nm per side: LDA 12, image tail 33
predicted growth with image tail: 12.38 states
sheath field (rough): 4.0e+05 V/m
barrier lowering, image: 0.02400 eV
image barrier top from image plane: 30.00 nm
barrier lowering, LDA potential: 0.00076 eV
LDA barrier top from jellium edge: 1.80 nm
thermal energy at 300 K: 0.0259 eV
thermal tail parameter 2 zeta kT/kappa at 1 nm: 0.0778
distance where that parameter is 1: 12.9 nm
lattice corrugation factor at 0.5 nm: 1.3e-04
surface plasmon energy: 4.16 eV
quantum recoil length: 0.096 nm
```
